Resolving quantised transition-state steps above a parabolic barrier

**Question**

A reaction coordinate s with mass m crosses a parabolic barrier. One transverse harmonic oscillator of frequency ω is present and is not coupled to s:

H = p_s²/(2m) − ½mω_b²s² + V0 + H_osc,

where H_osc has the levels ħω(n+½), n = 0, 1, 2, … The parabola is taken to extend without limit and the oscillator ladder to be infinite. The cumulative reaction probability N(E) is the sum of |S_n′n|² over all incoming states n on the left and outgoing states n′ on the right. Write r = ω/ω_b and E_n = V0 + ħω(n+½).

N(E) rises in smooth steps, so the word "resolved" needs a criterion. Here two neighbouring steps are called resolved if dN/dE has a local minimum between their thresholds E_n and E_(n+1). The interval between these thresholds is called a gap, and the minimum a dip.

**(a) Find the transmission probability P(ε) of the parabolic barrier at energy ε relative to its top.**

*Answer.* Define q = s√(mω_b/ħ) and p = p_s/√(mħω_b), so that [q,p] = i. The barrier Hamiltonian measured from V0 is ħω_b h with

h = (p² − q²)/2.

Rotate to

u = (q+p)/√2, v = (p−q)/√2.

Then [u,v] = ½([q,p] − [p,q]) = i. Multiplying out, with operator order kept,

uv = ½(p² − q² + qp − pq) = ½(p² − q² + i),
vu = ½(p² − q² + pq − qp) = ½(p² − q² − i),

so h = (uv+vu)/2. Because [u,v] = i, v acts as −i d/du on functions of u. The eigenvalue equation hφ = aφ, with a = ε/(ħω_b), becomes

−i(u dφ/du + φ/2) = aφ, or u dφ/du = (ia − ½)φ.

Its solutions are |u|^(−1/2+ia), with independent amplitudes on u > 0 and u < 0.

The classical equations, with time in units of 1/ω_b, are du/dt = u and dv/dt = −v. At late times u dominates and q ≈ u/√2, so u > 0 means outgoing to the right. At early times v dominates and q ≈ −v/√2, so v > 0 means incoming from the left.

Take the state that leaves to the right only, φ = u^(−1/2+ia) for u > 0 and zero for u < 0. Its v representation is

φ̃(v) = (2π)^(−1/2) ∫₀^∞ u^(−1/2+ia) e^(−ivu) du
= (2π)^(−1/2) Γ(½+ia) (iv)^(−1/2−ia).

A vanishing damping factor makes the integral converge and fixes iv = |v|e^(iπ/2) for v > 0 and iv = |v|e^(−iπ/2) for v < 0. Raising these phases to the power −ia gives the moduli e^(πa/2) and e^(−πa/2). Hence |φ̃|² is proportional to e^(πa)/|v| on the left-incoming side and to e^(−πa)/|v| on the right-incoming side. Multiplication by the speed |v| turns these densities into fluxes in the ratio e^(πa) : e^(−πa).

The outgoing flux is |φ|² times the speed u, which is 1, so the incoming fluxes must add to 1. The scattering matrix is unitary, so in = S†out. With unit output on the right, the incoming amplitude on the left is the complex conjugate of S_RL, and its flux is the transmission probability from left to right:

P(ε) = e^(πa)/(e^(πa)+e^(−πa)) = 1/[1 + exp(−2πε/ħω_b)].

At the barrier top P = ½. Far below it P ≈ exp(−2π|ε|/ħω_b), which is tunnelling; far above it P approaches 1.

**(b) Obtain N(E) and dN/dE, and the full width at half maximum of one peak of dN/dE.**

*Answer.* Without coupling, n cannot change, so the transmission matrix is diagonal. In channel n the energy left for the reaction coordinate, relative to the barrier top, is E − E_n. Therefore

N(E) = Σ_(n≥0) 1/{1 + exp[−2π(E−E_n)/ħω_b]}.

Introduce the scaled energy and the scaled level spacing

z = 2π(E−E_0)/ħω_b, d = 2πω/ω_b = 2πr.

The exponent for level n is then −(z−nd). The derivative of 1/(1+e^(−x)) is

g(x) = e^(−x)/(1+e^(−x))² = 1/[4cosh²(x/2)],

and since dz/dE = 2π/ħω_b,

dN/dE = (2π/ħω_b) D(z), D(z) = Σ_(n≥0) g(z−nd).

A single peak has g(0) = ¼. Half of this requires cosh²(x/2) = 2, so x = ±2ln(1+√2). The full width 4ln(1+√2) in x corresponds to the energy

Δ = (2/π) ln(1+√2) ħω_b = 0.561 ħω_b.

The width comes from tunnelling and from reflection above the barrier. It is set by ω_b, while the spacing is set by ω, so r controls the resolution.

**(c) For V0 = 3000 cm⁻¹, ħω_b = 1000 cm⁻¹ and ħω = 1500 cm⁻¹, evaluate N and dN/dE at the first three thresholds and at the midpoints above them. These are round model parameters, with energies given as wavenumbers.**

*Answer.* Here r = 1500/1000 = 1.5 and d = 2π × 1.5 = 9.42. The first threshold is E_0 = 3000 + 750 = 3750 cm⁻¹, and midpoints lie 750 cm⁻¹ above thresholds.

At E_0 the open level gives N = ½ and g = ¼. The next level adds about e^(−9.42) = 0.00008 to each. Thus N = 0.50008, and

dN/dE = (2π/1000 cm⁻¹)(0.25008) = 1.571×10⁻³ per cm⁻¹.

At 4500 cm⁻¹, z = d/2 = 4.71. The two nearest levels contribute 0.9911 and 0.0089 to N, which add to 1. Each contributes g = 0.9911 × 0.0089 = 0.0088 to D, so dN/dE is about 1.11×10⁻⁴ per cm⁻¹. Summing the levels in the same way at the other energies gives:

E = 3750 cm⁻¹: N = 0.500, dN/dE = 1.571×10⁻³ per cm⁻¹
E = 4500 cm⁻¹: N = 1.000, dN/dE = 1.109×10⁻⁴ per cm⁻¹
E = 5250 cm⁻¹: N = 1.500, dN/dE = 1.572×10⁻³ per cm⁻¹
E = 6000 cm⁻¹: N = 2.000, dN/dE = 1.109×10⁻⁴ per cm⁻¹
E = 6750 cm⁻¹: N = 2.500, dN/dE = 1.572×10⁻³ per cm⁻¹
E = 7500 cm⁻¹: N = 3.000, dN/dE = 1.109×10⁻⁴ per cm⁻¹

The peak width is 561 cm⁻¹, well below the spacing of 1500 cm⁻¹. N is close to an integer near each midpoint, and the slope there is about 7% of its value at a threshold.

**(d) Suppose first that there were only two steps. Above which r are they resolved?**

*Answer.* Put the origin midway between the steps, let t be the scaled distance from it, and let b = d/2 = πr. Since 4cosh²(x/2) = 2(1+cosh x),

D₂ = ½/[1+cosh(b+t)] + ½/[1+cosh(b−t)].

Write B = cosh b and c = cosh t. The identities

cosh(b+t) + cosh(b−t) = 2Bc,
cosh(b+t) cosh(b−t) = B² + c² − 1

turn the common denominator into 1 + 2Bc + B² + c² − 1 = (B+c)². The numerator is ½(2+2Bc). Hence

D₂ = (1+Bc)/(B+c)²,
dD₂/dc = [B(B+c) − 2(1+Bc)]/(B+c)³ = (B² − 2 − Bc)/(B+c)³.

Moving away from the midpoint in either direction increases c from 1. The midpoint is a minimum if D₂ first rises with c, which needs

B² − B − 2 = (B−2)(B+1) > 0, or B > 2.

If B ≤ 2, the derivative is negative for every c > 1 and there is a single maximum. The condition cosh(πr) > 2 gives

r > ln(2+√3)/π = 0.419.

**(e) Now take the complete ladder. Show that the first gap is the hardest to resolve, and find the ratio r_c above which all steps are resolved.**

*Answer.* Differentiating g gives

g′(x) = −g(x) tanh(x/2),

which is odd, positive for x < 0 and negative for x > 0.

*A negative slope means a dip.* At threshold j,

D′(jd) = Σ_(n≥0) g′((j−n)d).

The term n = j vanishes, and the terms n = j−k and n = j+k cancel for k = 1, …, j. The levels n > 2j remain, and each contributes a positive amount. The slope is therefore positive at both ends of every gap. If it is negative anywhere inside, D must pass through a maximum and then a minimum. If it is nowhere negative, D does not decrease and has no dip.

*The first gap is the hardest.* Separating the term n = 0 gives

D(z+d) = g(z+d) + D(z), so D′(z+d) = D′(z) + g′(z+d).

For z > 0 the last term is negative. If the slope is negative at some point of one gap, it is more negative at the corresponding point of the next. A dip in the first gap thus implies a dip in every gap.

*The critical ratio.* In the first gap, 0 < z < d, the slope is

D′(z) = −|g′(z)| + Σ_(n≥1) |g′(nd−z)|.

The first step pulls the slope down and all higher steps push it up. The third and later steps, absent in part (d), therefore make a dip harder to form. At the critical ratio the lowest slope in the gap just touches zero:

D′(z_c) = 0, D″(z_c) = 0.

I solved this numerically, by minimising D′ over z and then finding the r at which that minimum vanishes. The result is

d_c = 2.917, z_c = 0.913,
r_c = d_c/(2π) = 0.464.

The balance at z_c can be followed term by term. The first step contributes −0.0873. The second, at distance d_c − z_c = 2.004, contributes +0.0798; the third contributes +0.0071 and the fourth +0.0004. Without the third step the slope would still be negative, which is why 0.419 is too low for the ladder.

*Above r_c the dip persists.* A second differentiation, with tanh²(x/2) = 1 − 4g, gives

g″ = g tanh²(x/2) − 2g² = g(1−6g).

Thus |g′| is largest where g = 1/6. There cosh²(x/2) = 3/2, so cosh x = 2 and |x| = ln(2+√3) = 1.317. Beyond this distance |g′| decreases. At the critical point the second step is already 2.004 away, and the others are farther. If d increases while z_c is held fixed, every positive term falls and the negative term does not change. The slope at z_c is then negative for every r > r_c.

*Below r_c.* For small d the sum for D′ approaches an integral,

D′(z) ≈ (1/d) ∫_(−∞)^z g′(x) dx = g(z)/d.

Since g′ has finite total variation, the error stays bounded as d → 0, while in the first gap g(z)/d ≈ 1/(4d) grows. The first gap can therefore have no dip at sufficiently small r; higher gaps are treated in part (f). For the range between, I searched the first gap on an energy grid at 40 ratios from 0.05 to 0.99r_c and found no dip. This part of the statement rests on numerical evidence rather than on a proof.

The answer is r_c = 0.464, or

ω > 0.464 ω_b.

For the barrier of part (c) the transverse quantum must exceed 0.464 × 1000 = 464 cm⁻¹. The value 1500 cm⁻¹ meets this condition. A quantum of 400 cm⁻¹, with r = 0.40, gives no dip in the first gap.

**(f) Does all step structure disappear below r_c, and is it pronounced just above r_c?**

*Answer.* Neither is the case. Far above the first threshold, the sum may be extended to negative n, because the added terms decay as e^(−z). The sum is then periodic in z, and Poisson summation gives

D(z) ≈ (1/d) Σ_k G(2πk/d) e^(2πikz/d), G(τ) = ∫ g(x)e^(−iτx) dx.

To find G, set y = 1/(1+e^(−x)). Then g dx = dy and e^x = y/(1−y), so

G(τ) = ∫₀¹ y^(−iτ)(1−y)^(iτ) dy = Γ(1−iτ)Γ(1+iτ) = πτ/sinh(πτ).

Here 2πk/d = k/r. Since ħω dN/dE = d·D,

ħω dN/dE ≈ 1 + 2Σ_(k≥1) A_k cos[2πk(E−E_0)/ħω],
A_k = (πk/r)/sinh(πk/r).

The average value 1 means one new channel per transverse quantum. The difference between a threshold and a midpoint is 4(A_1+A_3+…), which is positive for every r. The neglected levels affect the slope by an amount that vanishes at high energy, so sufficiently high gaps have dips at any r > 0. At small r, however, the leading ripple amplitude is

2A_1 ≈ (4π/r) e^(−π/r),

which is exponentially small. Solving the tangency condition of part (e) gap by gap gives critical ratios of 0.464, 0.357 and 0.303 for the first three gaps, and 0.183 for the tenth.

Contrast must therefore be stated separately. Define the high-energy visibility as (max−min)/(max+min) of dN/dE. The series gives 1.2% at r = 0.40, 3.1% at r_c, 52% at r = 1 and 87% at r = 1.5. In the first gap, the depth of the dip relative to the preceding maximum starts from zero at r_c. Evaluating D on a fine grid gives depths of 2.3% at r = 0.5, 9.7% at r = 0.561, 68% at r = 1 and 93% at r = 1.5. The value r = 0.561 is where the spacing equals the peak width of part (b); a criterion based on that width would be stricter than the one used here.

The number 0.464 belongs to this model and this criterion. A bilinear coupling between the two coordinates is removed by rotating to the normal modes of the saddle, and the sum in part (b) then holds with ω and ω_b taken as the normal-mode frequencies. Coupling of higher order cannot be removed in this way and in general makes the transmission matrix non-diagonal (a term f(s)H_osc, which commutes with n, keeps it diagonal but still shifts the steps), anharmonicity makes the spacing uneven, and further transverse modes add overlapping ladders. A real barrier also departs from a parabola away from its top, which changes the shape of each step. For a symmetric Eckart barrier with the same ω_b and height 3ħω_b, as in part (c), the first-gap ratio moves from 0.464 to 0.469, and at r = 1.5 the value of N at E_0 moves from 0.500 to 0.533. Where these effects are appreciable, the sum in part (b) and the ratio derived from it no longer apply as they stand.

All numerical values are calculated from the stated model.
